# Distance laws for 10Dq: point charges and p–d hybridisation

## Problem

A transition-metal ion sits at the centre of a regular octahedron of six ligands at distance $R$. Let $10Dq$ be the energy of the upper, $e_g$-type d level minus that of the $t_{2g}$-type d level, and define the local distance exponent

$$n=-\frac{d\ln(10Dq)}{d\ln R}.$$

A bond shortened by a small fraction $x$ then raises $10Dq$ by about the fraction $nx$.

(a) Find $10Dq$ and $n$ when the ligands are point charges $-Ze$.

(b) Find them when the splitting comes from hopping between metal d and ligand p orbitals. The d level lies a fixed energy $\Delta>0$ above the p level, and both hopping integrals follow Harrison's law, $V_{pd\sigma},V_{pd\pi}\propto R^{-7/2}$. Do not assume that the hopping is small compared with $\Delta$.

(c) Evaluate both, separately and together, for $R_0=2.10$ Å, $Z=2$, a Slater 3d orbital with exponent $\zeta=3$ per bohr, $\Delta=4$ eV, and $V_{pd\sigma}=-1.2$ eV, $V_{pd\pi}=0.6$ eV at $R_0$. Can the measured exponent tell the mechanisms apart?

The numbers are round model parameters and describe no particular compound. Harrison's exponent is an input here; its consequences are derived, not its origin.

## Solution

### (a) Point charges

Use atomic units. An electron at $\mathbf r=r\mathbf n$, with $r<R$, is repelled by the charge in direction $\mathbf u_i$ with energy

$$\frac{Z}{|\mathbf r-R\mathbf u_i|}=Z\sum_k\frac{r^k}{R^{k+1}}P_k(\mathbf n\cdot\mathbf u_i).$$

Sum over the six directions $\pm x,\pm y,\pm z$:

- Odd $k$ cancel between opposite ligands.
- $k=0$ shifts all d levels equally.
- $k=2$ gives $\sum_a(3n_a^2-1)=0$, because $\sum_a n_a^2=1$.
- $k>4$ does not contribute, because the product of two d functions contains no harmonics above rank 4.

The term $k=4$ remains. With $P_4(t)=(35t^4-30t^2+3)/8$ and $s=n_x^4+n_y^4+n_z^4$,

$$\sum_iP_4(\mathbf n\cdot\mathbf u_i)=2\,\frac{35s-30+9}{8}=\frac{35s-21}{4}.$$

We need the mean of $s$ in a $t_{2g}$ and in an $e_g$ density. Averages of monomials over the sphere are

$$\langle n_x^{2a}n_y^{2b}n_z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2a+2b+2c+1)!!}.$$

This follows by averaging $x^{2a}y^{2b}z^{2c}$ over three independent unit Gaussians. The result is the numerator, and it is also the sphere average times $\langle r^{2(a+b+c)}\rangle$, which is the denominator.

For $xy$ the density is proportional to $n_x^2n_y^2$, whose average is $1/15$. Therefore

$$\langle s\rangle_{xy}=15\,\frac{15+15+3}{945}=\frac{11}{21}.$$

For $x^2-y^2$ the density is proportional to $n_x^4+n_y^4-2n_x^2n_y^2$, whose average is $(3+3-2)/15=4/15$. Since $\langle n_x^4s\rangle=(105+9+9)/945=123/945$ and $\langle n_x^2n_y^2s\rangle=33/945$,

$$\langle s\rangle_{x^2-y^2}=\frac{15}{4}\,\frac{2\cdot123-2\cdot33}{945}=\frac{15}{21}.$$

The difference is $4/21$, and $\frac{35}{4}\cdot\frac{4}{21}=\frac53$. Hence

$$\boxed{10Dq=\frac53\,\frac{Z\langle r^4\rangle}{R^5},\qquad n=5.}$$

The $e_g$ level is higher because its lobes point at the negative charges. The exponent requires that $\langle r^4\rangle$ does not change with $R$ and that the d density lies inside $R$. For the part outside, $r^4/R^5$ is replaced by $R^4/r^5$.

### (b) Hybridisation

**Effective hoppings.** Assume orthogonal orbitals and no hopping between ligands. Each d orbital then couples to one normalised combination of ligand p orbitals, which stays at the p energy. The five combinations transform under the cubic group like the five d orbitals, so they are mutually orthogonal and the problem separates into five two-level problems. The square of the coupling is the sum of the squared individual hoppings.

Take $3z^2-r^2$. A ligand on the $z$ axis couples with the full $V_{pd\sigma}$. For a ligand on the $x$ axis, write

$$3z^2-r^2=-\tfrac12(3x^2-r^2)+\tfrac32(z^2-y^2).$$

The last term has $\delta$ symmetry about $x$ and finds no p partner, so the hopping has magnitude $\frac12|V_{pd\sigma}|$. The same holds on the $y$ axis. With two axial and four equatorial ligands,

$$V_e^2=\left(2+4\cdot\tfrac14\right)V_{pd\sigma}^2=3V_{pd\sigma}^2.$$

The orbital $xy$ has $\pi$ symmetry about the $x$ and $y$ axes and $\delta$ symmetry about $z$. Four ligands therefore contribute:

$$V_t^2=4V_{pd\pi}^2.$$

**Levels.** Put the p level at zero. For $\gamma=e,t$ the matrix $\begin{pmatrix}\Delta&V_\gamma\\V_\gamma&0\end{pmatrix}$ gives $E^2-\Delta E-V_\gamma^2=0$. The upper, antibonding root is the d-like level:

$$E_\gamma=\frac{\Delta+S_\gamma}{2},\qquad S_\gamma=\sqrt{\Delta^2+4V_\gamma^2}.$$

Here $S_\gamma$ is the gap between the bonding and antibonding levels. Subtract the two energies and multiply numerator and denominator by $S_e+S_t$:

$$10Dq=\frac{S_e-S_t}{2}=\frac{S_e^2-S_t^2}{2(S_e+S_t)}=\frac{V_e^2-V_t^2}{\bar S},\qquad \bar S=\frac{S_e+S_t}{2}.$$

We take $V_e>V_t$, so that $10Dq>0$. At $V_e=V_t$ the splitting vanishes and $n$ is undefined.

These are one-electron levels, so for a general d$^N$ ion the result is a mean-field estimate. For a single d hole (d$^9$) it is exact within this cluster if $\Delta$ is the energy needed to move the hole from metal to ligand. The lowest hole energy is then $(\Delta-S_\gamma)/2$, and the two symmetries again differ by $(S_e-S_t)/2$.

**Where $R^{-7}$ comes from.** If $V_\gamma\ll\Delta$, then $\bar S\to\Delta$ and

$$10Dq\simeq\frac{V_e^2-V_t^2}{\Delta}\propto R^{-7}.$$

For stronger hopping the numerator still scales as $R^{-7}$, but the denominator $\bar S$ grows as the bond shortens. This growth softens the law.

**The exponent.** To see what fixing $\Delta$ does, let $V_\gamma\propto R^{-\mu}$ and $\Delta\propto R^{-\nu}$ for the moment. Differentiate $S_\gamma^2=\Delta^2+4V_\gamma^2$, divide by $2S_\gamma$, and replace $4V_\gamma^2$ by $S_\gamma^2-\Delta^2$:

$$-\frac{dS_\gamma}{d\ln R}=\frac{\nu\Delta^2+4\mu V_\gamma^2}{S_\gamma}=\mu S_\gamma-(\mu-\nu)\frac{\Delta^2}{S_\gamma}.$$

Subtract the $t$ equation from the $e$ equation, using $\frac1{S_e}-\frac1{S_t}=-\frac{S_e-S_t}{S_eS_t}$, and divide by $S_e-S_t$:

$$n=\mu+(\mu-\nu)\,c_ec_t,\qquad c_\gamma=\frac{\Delta}{S_\gamma}.$$

For Harrison's hopping at fixed $\Delta$, $\mu=7/2$ and $\nu=0$:

$$\boxed{n=\tfrac72\,(1+c_ec_t).}$$

Since $0<c_ec_t<1$, the exponent lies between $7/2$ and $7$. The upper limit belongs to weak hopping. The lower one is approached as soon as $V_e\gg\Delta$, because then $c_e\to0$. If both hoppings are large, $10Dq\to V_e-V_t$ is linear in the hopping. At fixed $\Delta$, shortening the bond raises both $S_\gamma$ and lowers $n$, so the law is a power law only locally.

The value $n=5$ occurs at $c_ec_t=3/7$. Covalency alone can therefore imitate the point-charge exponent.

### (c) Numbers

**Point charges.** The radial function $r^2e^{-\zeta r}$ gives

$$\langle r^4\rangle=\frac{10!}{6!\,(2\zeta)^4}=\frac{315}{\zeta^4}=3.889\ \text{bohr}^4.$$

With $R_0=3.968$ bohr, $\frac53\cdot2\cdot3.889/3.968^5$ hartree is $0.358$ eV. The density outside $R_0$ lowers this by about $0.05$ per cent and changes the exponent to $4.99$, so the tail beyond a point charge is unimportant for this orbital. This does not carry over to real ions. A Hartree–Fock 3d orbital of Mn$^{2+}$ has a longer tail, which lowers its point-charge splitting by about 2 per cent and the exponent to about 4.8. The size of the ligand matters far more. Keep the net charge $-2$ but spread it as a core of $+6$ and eight electrons in a Slater 2p density with exponent 1.9 per bohr. The electrostatic splitting of the same d orbital then falls to about $0.22$ eV and its exponent falls below 1; with exponent 1.5 the splitting changes sign. The value $n=5$ belongs to point charges, not to ionic ligands in general.

**Hybridisation.** The effective hoppings are $V_e=\sqrt3\cdot1.2=2.078$ eV and $V_t=2\cdot0.6=1.200$ eV. The gaps are $S_e=5.769$ eV and $S_t=4.665$ eV, with mean $5.217$ eV. Then

$$10Dq=\frac{4.32-1.44}{5.217}=0.552\ \text{eV},\qquad n=3.5\,(1+0.6934\cdot0.8575)=5.58.$$

Perturbation theory divides by $4$ eV instead and gives $0.720$ eV, which is 30 per cent above the full result.

A first correction to the exponent does not repair the perturbative law. Expanding $c_\gamma\simeq1-2V_\gamma^2/\Delta^2$ gives

$$n\simeq7-\frac{7(V_e^2+V_t^2)}{\Delta^2}=7-\frac{7\cdot5.76}{16}=4.48,$$

which overshoots the true reduction. The expansion parameter $4V_e^2/\Delta^2=17.28/16$ exceeds one, so the binomial series for $c_e$ does not converge here.

With the same hoppings, $\Delta=2$ eV gives $n=4.5$ and $\Delta=8$ eV gives $n=6.5$. The condition $c_ec_t=3/7$ is met at $\Delta=2.83$ eV.

**Both mechanisms.** Let $D$ be the point-charge splitting. We take $\Delta$ to be the separation of the mean d level from the p level, and we still hold it fixed. This is an assumption: the same charges also give the $k=0$ shift $6Z/R$, about $82$ eV at $R_0$, and the potential at the ligands changes with $R$ as well. In (a) such shifts cancel from $10Dq$; here they enter through $\Delta$, and we suppose that their net change with $R$ is zero. We also neglect the field gradient at the ligand sites, which separates $p_\sigma$ (the partner of $e_g$) from $p_\pi$ (the partner of $t_{2g}$) by an amount proportional to $R^{-3}$. It is not small in an isolated cluster. For $\langle r^2\rangle_p\approx2$ bohr$^2$ the five other ligands raise $p_\sigma$ over $p_\pi$ by $0.5$ eV, and a metal charge of $+2$ turns this into about $-0.55$ eV. The values $0.868$ eV and $n=5.15$ found below would become $0.93$ eV and $5.3$ in the first case, $0.80$ eV and $5.0$ in the second. With these assumptions only the splitting $D$ is left. Measured from the mean d energy, it moves the two $e_g$ orbitals by $+0.6D$ and the three $t_{2g}$ orbitals by $-0.4D$. The separations become

$$\Delta_e=\Delta+0.6D=4.215\ \text{eV},\qquad\Delta_t=\Delta-0.4D=3.857\ \text{eV},$$

and $E_\gamma=(\Delta_\gamma+S_\gamma)/2$ with $S_\gamma=\sqrt{\Delta_\gamma^2+4V_\gamma^2}$. The result is $10Dq=0.868$ eV, or about $7000$ cm$^{-1}$.

This is less than the plain sum $0.358+0.552=0.910$ eV. The reason is that

$$\frac{\partial E_\gamma}{\partial\Delta_\gamma}=\frac12\left(1+\frac{\Delta_\gamma}{S_\gamma}\right)=w_\gamma$$

is the d weight of the antibonding orbital, and the splitting $D$ acts on that weight alone. At $D=0$ the weights are $w_e=0.847$ and $w_t=0.929$. To first order in $D$,

$$10Dq\simeq0.552+0.358\,(0.6\cdot0.847+0.4\cdot0.929)=0.867\ \text{eV}.$$

For the exponent, use also $\partial E_\gamma/\partial V_\gamma=2V_\gamma/S_\gamma$. With $D\propto R^{-5}$, $V_\gamma\propto R^{-7/2}$, $s_e=0.6$ and $s_t=-0.4$, the chain rule gives

$$-\frac{dE_\gamma}{d\ln R}=5s_\gamma Dw_\gamma+\frac{7V_\gamma^2}{S_\gamma}.$$

At the shifted separations this is $0.92+5.11=6.03$ eV for $e_g$ and $-0.66+2.22=1.56$ eV for $t_{2g}$. Hence $n=(6.03-1.56)/0.868=5.15$.

| Law | $10Dq$ at $R_0$ (eV) | $n$ at $R_0$ | $10Dq(0.95R_0)/10Dq(R_0)$ |
|---|---:|---:|---:|
| Point charges | 0.358 | 5.00 | 1.292 |
| Perturbative hopping | 0.720 | 7.00 | 1.432 |
| Full hybridisation | 0.552 | 5.58 | 1.321 |
| Both mechanisms | 0.868 | 5.15 | 1.296 |

**Can the exponent identify the mechanism?** In this example, with $\Delta$ fixed, it cannot tell point charges alone from both mechanisms together. A bond 5 per cent shorter raises $10Dq$ by 29.2 per cent for point charges and by 29.6 per cent for both mechanisms together, although hybridisation supplies more than half of the latter splitting. Hybridisation alone gives 32.1 per cent, but this difference identifies it only if $\Delta$ is known: with $\Delta=2.83$ eV its exponent would also be 5. The magnitudes differ far more, by a factor of 2.4, but using them requires independent knowledge of $Z$, $\langle r^4\rangle$ and the hoppings.

An exponent near 7 would point to weak hybridisation at fixed $\Delta$, within the assumed hopping law. An exponent near 5 leaves the question open.

The condition of fixed $\Delta$ matters too. If $\Delta$ grew as $1/R$, the general formula with $\nu=1$ would give $n=3.5+2.5\cdot0.5946=4.99$ for hybridisation alone. For both mechanisms together, a part $M$ of $\Delta$ that scales as $1/R$ adds $Mw_\gamma$ to $-dE_\gamma/d\ln R$. With the weights $0.856$ and $0.925$ at the shifted separations, this changes $n$ by $M(w_e-w_t)/10Dq\approx-0.079$ per eV of $M$, so $M=\Delta=4$ eV gives $n=4.84$ instead of $5.15$. $M$ is not bounded by $\Delta$. The six bare charges raise an electron by $6Z/R$ at the metal and by $(4/\sqrt2+\tfrac12)Z/R$ at a ligand, so alone they give $M\approx37$ eV and $n\approx2.3$. A fixed $\Delta$ therefore presumes that screening or other charges cancel almost all of this change. Hopping between ligands would also alter the law, since it can give the $e_g$ and $t_{2g}$ ligand combinations different energies. The two separations then differ even without a crystal field, and the boxed exponent in (b) no longer applies.

The numerical check checks the point-charge factor by integrating the explicit potential of the six charges over the d densities, and the hybridisation results by diagonalising the cluster of 5 d and 18 p orbitals.

## Table of computed values

```
bond length R0 = 2.10 angstrom = 3.968 bohr
ligand charge number Z = 2; Slater exponent = 3.0 1/bohr
<r^4> of the 3d orbital = 3.889 bohr^4
Delta = 4.00 eV
V_pd_sigma, V_pd_pi at R0 = -1.20, 0.60 eV
Ve, Vt at R0 = 2.078, 1.200 eV
gaps Se, St = 5.769, 4.665 eV
mean gap = 5.217 eV
exponent of the mean gap = 1.419
c_e, c_t, product = 0.6934, 0.8575, 0.5946
d weights of e_g*, t2g* = 0.847, 0.929
10Dq at R0:
  point charges        = 0.358 eV
  perturbative R^-7    = 0.720 eV
  full hybridisation   = 0.552 eV
  both mechanisms      = 0.868 eV = 7001 cm^-1
  plain sum ion + hyb. = 0.910 eV
  d-weighted sum       = 0.867 eV
penetration lowers point-charge 10Dq by 0.045 percent
local exponent n at R0:
  point charges        = 5.000
  with penetration     = 4.993
  perturbative         = 7.000
  full hybridisation   = 5.581
  first-correction est.= 4.480
  hyb., Delta ~ 1/R    = 4.986
  both mechanisms      = 5.152
full hybridisation at R0 for other Delta:
  Delta =  1.0 eV: 10Dq = 0.838 eV, n = 3.815
  Delta =  2.0 eV: 10Dq = 0.744 eV, n = 4.471
  Delta =  4.0 eV: 10Dq = 0.552 eV, n = 5.581
  Delta =  8.0 eV: 10Dq = 0.332 eV, n = 6.475
  Delta = 16.0 eV: 10Dq = 0.176 eV, n = 6.850
Delta giving n = 5 by covalency alone = 2.826 eV
10Dq(R)/10Dq(R0): point, R^-7, hybridisation, both
  R = 1.995 angstrom: 1.292, 1.432, 1.321, 1.296
  R = 2.205 angstrom: 0.784, 0.711, 0.757, 0.774
hybridisation exponent at R = 1.995, 2.100, 2.205 angstrom: 5.282, 5.581, 5.849
mean exponent over the 5 percent range, hybridisation = 5.571
mean exponent over the 5 percent range, both = 5.145
```
